\section*{Counting Variance of a Poisson-Driven Detector with Nonparalyzable Dead Time, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the dead time to the growth law}

\subsection{The decision that depends on the variance}

A photon-counting measurement needs a window length and an error bar. Both depend on the variance of the recorded count. If the count is treated as a Poisson variable, its variance is set equal to its mean. For a detector that is blind for a fixed time after each count and is fed by a Poisson stream of strictly constant rate, this overestimates the noise in a long window. When the rate is then corrected for dead time, the window chosen to reach a given precision comes out too long by a factor $(1+rd)^2$, where $r$ is the rate of events that could trigger the detector and $d$ is the dead time. At $rd=0.49$ that factor is $2.2$.

The variance to use in a long window of length $T$ is
\begin{equation}
\operatorname{Var}N(T)\simeq\frac{rT}{(1+rd)^3},
\label{eq:main}
\end{equation}
where $N(T)$ is the number of recorded counts. The sign $\simeq$ means that the difference between the two sides stays bounded as $T$ grows. The cube is therefore a statement about the linear growth rate, and short windows need a separate treatment.

\subsection{Model and conventions}

Triggering events are those that would fire a ready detector. They include detected photons and dark events, and they form a Poisson process of constant rate $r$. Detection efficiency is already contained in $r$: independent selection of photons from a Poisson stream leaves a Poisson stream with a reduced rate.

After each recorded count the detector ignores events for a fixed time $d$. An ignored event does not prolong this time, which is the meaning of \emph{nonparalyzable}. The dimensionless load is
\begin{equation}
a=rd .
\end{equation}
The detector is called live when it is ready to record. A live start means that it is ready at the opening of the window. Other starting states are treated in the second half.

\subsection{Independent intervals}

Suppose a count has just been recorded. Nothing can be recorded during the next time $d$. When the detector becomes live again, the Poisson process has no memory of earlier events, so the remaining wait $E$ is exponential with density $re^{-rt}$ and is independent of the past. The interval between successive counts is
\begin{equation}
X=d+E .
\end{equation}
The moments of the wait are
\begin{align}
\langle E\rangle&=\int_0^\infty t\,re^{-rt}\,dt=\frac1r,\\
\langle E^2\rangle&=\int_0^\infty t^2\,re^{-rt}\,dt=\frac2{r^2}.
\end{align}
Hence $\operatorname{Var}E=2/r^2-1/r^2=1/r^2$. Adding the constant $d$ shifts the mean and leaves the variance unchanged:
\begin{equation}
\mu=\langle X\rangle=d+\frac1r=\frac{1+a}{r},\qquad
\sigma^2=\operatorname{Var}X=\frac1{r^2}.
\label{eq:interval}
\end{equation}
The dead time lengthens each interval without adding randomness to it. The counts are consequently more regular than a Poisson stream of the same mean rate.

A process with independent, identically distributed intervals is a renewal process. The first interval may have a different distribution, because the window need not open at a count.

\subsection{Why three powers appear}

A short estimate shows the origin of the cube. The time needed for $n$ counts has mean close to $n\mu$ and variance close to $n\sigma^2$. A window of length $T$ contains about $n=T/\mu$ intervals, so the accumulated timing variance is $\sigma^2T/\mu$. A timing error $\delta t$ changes the count by about $\delta t/\mu$. Its variance must therefore be divided by $\mu^2$:
\begin{equation}
\operatorname{Var}N\approx\frac1{\mu^2}\,\frac{\sigma^2T}{\mu}
=\frac{\sigma^2T}{\mu^3}.
\label{eq:heur}
\end{equation}
One power of $\mu$ comes from the number of intervals and two come from converting time into counts. The derivation below replaces this estimate by a controlled expansion.

\subsection{The distribution in a finite window}

Let $S_n$ be the time of the $n$th count. For a live start, reaching it takes $n$ exponential waits and $n-1$ dead times. The sum of $n$ waits is $\Gamma_n/r$, where $\Gamma_n$ is a gamma variable of shape $n$ and unit rate. Thus
\begin{equation}
S_n=(n-1)d+\frac{\Gamma_n}{r}.
\end{equation}
At least $n$ counts occur in the window if and only if $S_n\le T$. With $x_n=r[T-(n-1)d]$,
\begin{equation}
P(N\ge n)=P(\Gamma_n\le x_n)
=1-e^{-x_n}\sum_{j=0}^{n-1}\frac{x_n^j}{j!}
\label{eq:tail}
\end{equation}
for $x_n\ge0$, and the probability is zero for $x_n<0$. The last form holds because $\Gamma_n\le x$ means that a unit-rate Poisson process has produced at least $n$ events by time $x$.

Equation~\eqref{eq:tail} can be used directly when the window is short. For a large mean, computing $\langle N^2\rangle-\langle N\rangle^2$ subtracts two nearly equal numbers. It is safer to choose an integer $c$ near the mean and to sum deviations from it:
\begin{align}
\langle N-c\rangle&=\sum_{n>c}P(N\ge n)-\sum_{n=1}^{c}P(N<n),
\label{eq:cmean}\\
\langle(N-c)^2\rangle&=\sum_{n>c}[2(n-c)-1]P(N\ge n)\nonumber\\
&\quad+\sum_{n=1}^{c}[2(c-n)+1]P(N<n).
\label{eq:csq}
\end{align}
To verify the second line, take a realization with $N>c$. The first sum then collects the odd numbers $1,3,\ldots,2(N-c)-1$, whose sum is $(N-c)^2$, and the second sum contributes nothing. For $N<c$ the second sum collects $1,3,\ldots,2(c-N)-1$, whose sum is $(c-N)^2$. In the first line the same realizations contribute $N-c$ unit terms, or $c-N$ unit terms with a minus sign. The variance is the second result minus the square of the first. Terms with $(n-1)d>T$ have $P(N\ge n)=0$, so the sums are finite.

\subsection{Laplace transforms of the moments}

The long-time law follows from the mean and the second factorial moment,
\begin{equation}
m(T)=\langle N\rangle,\qquad q(T)=\langle N(N-1)\rangle .
\end{equation}
Since $N=\sum_{n=1}^{N}1$ and $N(N-1)=\sum_{n=1}^{N}2(n-1)$, averaging gives
\begin{align}
m(T)&=\sum_{n\ge1}P(S_n\le T),\\
q(T)&=\sum_{n\ge1}2(n-1)P(S_n\le T).
\end{align}

Let $\tilde g(s)$ be the average of $e^{-sX_1}$ over the first interval $X_1$, and let $\tilde f(s)$ be the average of $e^{-sX}$ over a later interval. For $\operatorname{Re}s>0$,
\begin{equation}
\int_0^\infty e^{-sT}P(S_n\le T)\,dT
=\left\langle\int_{S_n}^\infty e^{-sT}dT\right\rangle
=\frac{\langle e^{-sS_n}\rangle}{s}
=\frac{\tilde g\,\tilde f^{\,n-1}}{s}.
\end{equation}
The last equality uses the independence of the intervals. Because $|\tilde f|<1$ in this half-plane, the geometric sums
\begin{equation}
\sum_{n\ge1}\tilde f^{\,n-1}=\frac1{1-\tilde f},\qquad
\sum_{n\ge1}(n-1)\tilde f^{\,n-1}=\frac{\tilde f}{(1-\tilde f)^2}
\end{equation}
converge. The transforms of $m$ and $q$ are
\begin{equation}
M_1(s)=\frac{\tilde g}{s(1-\tilde f)},\qquad
M_2(s)=\frac{2\tilde g\tilde f}{s(1-\tilde f)^2}.
\label{eq:transforms}
\end{equation}

\subsection{Expansion and cancellation}

Long times are governed by the singularity at $s=0$. Let $\mu_1$ be the mean of the first interval and define
\begin{equation}
\kappa=\frac{\langle X^2\rangle}{2\mu}=\frac{\sigma^2+\mu^2}{2\mu}.
\end{equation}
Expanding the exponentials inside the averages gives
\begin{align}
\tilde g&=1-\mu_1s+O(s^2),\\
\tilde f&=1-\mu s+\tfrac12\langle X^2\rangle s^2+O(s^3),\\
1-\tilde f&=\mu s\,[1-\kappa s+O(s^2)].
\end{align}
Inserting these in Eq.~\eqref{eq:transforms}, with $(1-\kappa s)^{-1}=1+\kappa s+\ldots$ and $(1-\kappa s)^{-2}=1+2\kappa s+\ldots$, yields
\begin{align}
M_1&=\frac1{\mu s^2}+\frac{\kappa-\mu_1}{\mu s}+O(1),\\
M_2&=\frac2{\mu^2s^3}+\frac{2(2\kappa-\mu_1-\mu)}{\mu^2s^2}+O(s^{-1}).
\end{align}
The inverse transforms of $s^{-1}$, $s^{-2}$ and $s^{-3}$ are $1$, $T$ and $T^2/2$. Therefore
\begin{align}
m(T)&=\frac T\mu+\frac{\kappa-\mu_1}{\mu}+\ldots,\\
q(T)&=\frac{T^2}{\mu^2}+\frac{2(2\kappa-\mu_1-\mu)}{\mu^2}T+O(1),
\end{align}
where the dots are terms that vanish at long times.

The variance is $q+m-m^2$, because $\langle N^2\rangle=q+m$. The square of the mean is
\begin{equation}
m^2=\frac{T^2}{\mu^2}+\frac{2(\kappa-\mu_1)}{\mu^2}T+O(1).
\end{equation}
The quadratic terms cancel. The coefficient of $T$ is
\begin{align}
&\frac{2(2\kappa-\mu_1-\mu)-2(\kappa-\mu_1)}{\mu^2}+\frac1\mu
=\frac{2\kappa-2\mu}{\mu^2}+\frac{\mu}{\mu^2}\nonumber\\
&\qquad=\frac{2\kappa-\mu}{\mu^2}
=\frac{(\sigma^2+\mu^2)-\mu^2}{\mu^3}
=\frac{\sigma^2}{\mu^3}.
\label{eq:general}
\end{align}
The mean $\mu_1$ has dropped out, so the starting state does not affect the slope. This confirms Eq.~\eqref{eq:heur}.

The step from the expansion at $s=0$ to long times needs a condition on the intervals. It suffices that, for some $\eta>0$, both interval densities multiplied by $e^{\eta x}$ have bounded variation. Then $\tilde f$ and $\tilde g$ are analytic for $\operatorname{Re}s>-\eta$ and fall at least as $1/|s|$ along vertical lines. An interval with a density cannot have $|\tilde f|=1$ at a nonzero imaginary $s$, since all phases $e^{-sX}$ would have to coincide. Thus $1-\tilde f$ has no zero with $\operatorname{Re}s\ge0$ except $s=0$. Its decay to one at large $|s|$ leaves finitely many zeros in a narrower strip, hence a gap to the left of the imaginary axis. The inversion contour can be moved into that gap, and what remains decays exponentially.

A case with a different interval shape tests the general law. Gamma intervals of shape $3$ and unit rate have $\mu=\sigma^2=3$, so the predicted slope is $3/27=1/9$. Exact sums at $T=200$ and $T=300$ give this slope to within $10^{-8}$.

\subsection{The dead-time result and its limits}

Substituting Eq.~\eqref{eq:interval} into the general law gives
\begin{equation}
\frac{\sigma^2}{\mu^3}
=\frac1{r^2}\,\frac{r^3}{(1+a)^3}
=\frac r{(1+a)^3},
\end{equation}
which is the slope in Eq.~\eqref{eq:main}. The mean grows as $rT/(1+a)$, so
\begin{equation}
\frac{\operatorname{Var}N}{\langle N\rangle}\longrightarrow\frac1{(1+a)^2}.
\label{eq:fano}
\end{equation}

If each event were kept independently with probability $1/(1+a)$, the mean would be the same and the count would remain Poisson. The additional factor in Eq.~\eqref{eq:fano} comes from correlation between counts. The limiting ratio is one plus twice the time integral of the excess of the count rate after a count over the mean rate $r/(1+a)$. The exclusion of counts for a time $d$ contributes $-2a/(1+a)$, and the net excess after recovery, when the detector is more likely than average to be live, gives back $a^2/(1+a)^2$. The sum $1-2a/(1+a)+a^2/(1+a)^2$ equals $1/(1+a)^2$.

For $a\to0$ the Poisson variance $rT$ returns. For $a\gg1$ the slope approaches $1/(r^2d^3)$, while the recorded rate approaches $1/d$. The detector then fires almost as soon as it recovers. At fixed $d$ the slope is not monotonic in $r$:
\begin{equation}
\frac{d}{dr}\,\frac r{(1+rd)^3}
=\frac1{(1+rd)^3}-\frac{3rd}{(1+rd)^4}
=\frac{1-2rd}{(1+rd)^4}.
\end{equation}
The slope is largest at $rd=1/2$, where it equals $4/(27d)$. Where the linear law holds, that is for $T$ long compared with both $d$ and $a^2d/6$, brighter light beyond about this point reduces the absolute count noise (the bounded offset moves the peak of the exact variance up to $a\approx0.53$ at $T=10d$ and $0.51$ at $T=30d$). Outside that range it need not: for a window opened on a running detector the variance peaks at $a=1$ when $T=d$, and it rises with $r$ throughout when $T\le d/2$. The recorded rate also becomes less sensitive to $r$, so this does not translate directly into a better light measurement. By Eq.~\eqref{eq:rateerror} below, the absolute error of the corrected rate keeps growing with $r$, while its relative error falls towards $\sqrt{d/T}$. This also holds only while $T\gg a^2d/6$. At higher load and fixed $T$ the bounded offset becomes comparable with the linear term and then exceeds it. For a window opened on a running detector the relative error then grows again: for $T\approx1000d$ it is about $3.5\%$ at $a=30$ and about $5\%$ at $a=100$. For a live start the value at $a=100$ varies between $3.8\%$ and $5.7\%$ as $T$ changes by one dead time.

\section{Finite windows, rate estimates and a silicon detector}

\subsection{Symbols and results carried over}

Triggering events have rate $r$, the fixed dead time is $d$, and $a=rd$. The count in a window $T$ is $N(T)$, with mean $m(T)$ and second factorial moment $q(T)=\langle N(N-1)\rangle$. Their Laplace transforms are $M_1$ and $M_2$ in Eq.~\eqref{eq:transforms}. For independent intervals of mean $\mu$ and variance $\sigma^2$, the variance of $N$ grows with slope $\sigma^2/\mu^3$. Here that slope, and the recorded rate, are
\begin{equation}
v=\frac r{(1+a)^3},\qquad \rho=\frac1\mu=\frac r{1+a}.
\end{equation}

The variance of the recorded count has been shown to grow in a long window with slope $r/(1+a)^3$, whatever the state of the detector when the window opens. What remains is to find how fast this linear law is reached and with what constant offset, and then to obtain the error of the corrected rate and apply the results to a silicon detector.
